# Zero-temperature-coefficient gate bias of a square-law MOSFET

## Problem

A long-channel n-channel MOSFET has its source grounded and works in strong inversion and saturation. Its drain current is

$$I(V_G,T)=\tfrac12\,\beta(T)\,[V_G-V_T(T)]^2,\qquad V_G>V_T(T),$$

where $V_G$ is the gate-source voltage, $V_T$ the threshold voltage and $\beta$ the mobility times the oxide capacitance per area times the width-to-length ratio. Capacitance and geometry do not depend on temperature, so $\beta$ inherits the temperature law of the mobility. Near and above room temperature take

$$V_T(T)=V_{T0}-\kappa(T-T_0),\qquad \beta(T)=\beta_0\left(\frac{T}{T_0}\right)^{-m},$$

with $\kappa>0$ and $m>0$. The mobility is taken to be independent of the gate bias. Velocity saturation, series resistance, leakage and self-heating are neglected.

The round model parameters, which describe no particular device, are $V_{T0}=0.45$ V at $T_0=300$ K, $\kappa=0.80$ mV/K, $m=1.5$ and $\beta_0=2.00$ mA/V².

(a) Find every conducting gate bias at which $\partial I/\partial T=0$ at fixed $V_G$, for a given temperature $T$. On which side of it does the current rise with temperature?

(b) Evaluate the bias and the current for $T=350$ K.

(c) How does this bias move with the chosen temperature? Conversely, which temperature does a given bias compensate?

(d) The bias is now held at its 350 K value. How far does the current drift at 300 K and at 400 K?

(e) What temperature coefficient is left if the bias is wrong by a small amount $\delta V$?

(f) Is the transistor far enough above threshold for the square law to be trusted at this point?

## Hints

1. Two effects compete. Heating lowers the mobility, which reduces the current by the same relative amount at every gate bias. Heating also lowers the threshold, which raises the overdrive $V_{ov}=V_G-V_T$. Ask how the relative size of this second effect depends on $V_{ov}$.

2. Differentiate $\ln I$ rather than $I$ once the case $V_{ov}=0$ has been dealt with. Products become sums, and $\beta_0$ drops out.

3. For (d), measure temperature in units of the compensated temperature, $x=T/T_*$. The overdrive at fixed bias is linear in $T$, and its ratio to the overdrive at $T_*$ contains neither $\kappa$ nor $V_{T0}$.

4. For (f), compare the overdrive with the thermal voltage $\phi_t=k_BT/q$. For a quantitative answer, replace the square law by a formula that passes smoothly into weak inversion, and find out which way the bias moves.

## Solution

### (a) The compensating bias

At fixed $V_G$ the overdrive changes only through the threshold:

$$\frac{\partial V_{ov}}{\partial T}=-\frac{dV_T}{dT}=+\kappa .$$

The power law gives $d\beta/dT=-m\beta/T$. The product rule then yields

$$\frac{\partial I}{\partial T}=\frac12\left(-\frac{m\beta}{T}\right)V_{ov}^2+\frac12\,\beta\,(2V_{ov}\kappa)
=\frac{\beta}{2}\,V_{ov}\left(2\kappa-\frac{mV_{ov}}{T}\right).$$

The root $V_{ov}=0$ carries no current and is not a conducting bias. The bracket is linear in $V_{ov}$ and so has a single root,

$$V_{ov}=\frac{2\kappa T}{m}.$$

It is positive, so the transistor conducts there. For each temperature there is therefore one zero-temperature-coefficient (ZTC) bias:

$$\boxed{V_Z(T)=V_T(T)+\frac{2\kappa T}{m}}$$

Dividing the derivative by $I=\beta V_{ov}^2/2$ gives the relative temperature coefficient,

$$\alpha\equiv\frac1I\frac{\partial I}{\partial T}=-\frac mT+\frac{2\kappa}{V_{ov}} .$$

The first term is the mobility loss, the same at every bias. The second is the threshold gain, which is large at small overdrive, because a fixed shift of $V_T$ is then a large fraction of $V_{ov}$. Below $V_Z$ the threshold wins and the current rises with temperature. Above $V_Z$ the mobility wins and the current falls.

### (b) Numbers at 350 K

The threshold has dropped by $0.80\ \text{mV/K}\times50\ \text{K}$, that is by 0.040 V, to 0.410 V. The required overdrive is

$$V_{ov}=\frac{2\,(0.80\times10^{-3}\ \text{V/K})(350\ \text{K})}{1.5}=0.3733\ \text{V},$$

so that

$$V_Z=0.4100\ \text{V}+0.3733\ \text{V}=0.7833\ \text{V}.$$

A direct search for the zero of a finite-difference temperature derivative of the current gives the same bias to all printed digits.

The balance can be read off term by term: the mobility loss is $m/T=1.5/350\ \text{K}=0.43\,\%$ per kelvin, and the threshold gain is $2\kappa/V_{ov}=0.0016/0.3733=0.43\,\%$ per kelvin.

For the current, insert the overdrive into the square law:

$$I_Z=\frac{\beta}{2}\left(\frac{2\kappa T}{m}\right)^2=\frac{2\beta(T)\,\kappa^2T^2}{m^2}.$$

With $\beta(350\ \text{K})=2.00\,(350/300)^{-1.5}=1.587$ mA/V²,

$$I_Z=\tfrac12(1.587\ \text{mA/V}^2)(0.3733\ \text{V})^2=0.1106\ \text{mA}.$$

The value $V_{T0}$ does not enter $I_Z$. Two transistors that differ in $V_{T0}$ alone have different ZTC biases but the same ZTC current.

Saturation requires $V_{DS}\ge V_{ov}$, hence at least 0.373 V at 350 K. At fixed gate bias the overdrive grows by $\kappa$ per kelvin and reaches $0.373+0.040=0.413$ V at 400 K. The drain voltage must cover the hottest point of the intended range.

### (c) How the bias moves with temperature

Insert the threshold law and collect the terms in $T$:

$$V_Z(T)=V_{T0}+\kappa T_0-\kappa T+\frac{2\kappa T}{m}
=V_{T0}+\kappa T_0+\kappa\left(\frac2m-1\right)T .$$

The slope is $\kappa(2/m-1)$, here $0.80\times(1.3333-1)=0.267$ mV/K. The ZTC bias is 0.757 V at 250 K, 0.770 V at 300 K, 0.783 V at 350 K and 0.797 V at 400 K. It moves by only 40 mV over 150 K, because the falling threshold cancels most of the growth of the required overdrive. The slope vanishes for $m=2$ and for no other exponent.

The ZTC current follows from $\beta\propto T^{-m}$:

$$I_Z\propto T^{-m}\,T^2=T^{2-m}.$$

For $m=1.5$ it grows as $\sqrt T$, from 93.5 µA at 250 K to 118.2 µA at 400 K. The ratio is 1.265, equal to $\sqrt{400/250}$.

To find the temperature $T_*$ compensated by a given bias, solve the linear relation for $T$:

$$T_*=\frac{V_G-V_{T0}-\kappa T_0}{\kappa(2/m-1)}\qquad(m\neq2).$$

For $m<2$ the denominator is positive, so $T_*>0$ requires $V_G>V_{T0}+\kappa T_0=0.69$ V. At a lower bias there is no compensated temperature within these laws, and the current rises with temperature wherever the transistor conducts. To see this, write $V_{ov}=A+\kappa T$ with $A=V_G-V_{T0}-\kappa T_0$. If $A\le0$, then $V_{ov}\le\kappa T$, the threshold gain $2\kappa/V_{ov}$ is at least $2/T$, and this exceeds $m/T$.

### (d) Drift at fixed bias

Let the bias be $V_Z(T_*)$ and put $x=T/T_*$. The overdrive at $T_*$ is $2\kappa T_*/m$, and it grows by $\kappa(T-T_*)=\kappa T_*(x-1)$. Relative to its value at $T_*$ it is

$$\frac{V_{ov}(T)}{V_{ov}(T_*)}=1+\frac{\kappa T_*(x-1)}{2\kappa T_*/m}=1+\frac m2(x-1).$$

Squaring this and multiplying by the mobility ratio $x^{-m}$ gives

$$\frac{I(T)}{I(T_*)}=x^{-m}\left[1+\frac m2(x-1)\right]^2 .$$

Within the model, the relative drift depends on the exponent and on the temperature ratio, and on nothing else.

To see its size, set $y=x-1$ and expand the logarithm with $\ln(1+z)=z-z^2/2+z^3/3-\dots$:

$$-m\ln(1+y)=-my+\frac m2y^2-\frac m3y^3+\dots$$

$$2\ln\left(1+\frac m2y\right)=my-\frac{m^2}{4}y^2+\frac{m^3}{12}y^3-\dots$$

The linear terms cancel, as they must at a ZTC point. The sum is

$$\ln\frac{I(T)}{I(T_*)}=\frac{m(2-m)}{4}\,y^2-\frac{m(4-m^2)}{12}\,y^3+\dots$$

For $m<2$ the quadratic coefficient is positive, so the compensated current is a minimum in temperature. Since $y=(T-T_*)/T_*$, the curvature of $\ln I$ at $T_*$ is twice that coefficient divided by $T_*^2$:

$$\left.\frac{\partial^2\ln I}{\partial T^2}\right|_{T_*}=\frac{m(2-m)}{2T_*^2}=\frac{1.5\times0.5}{2\,(350\ \text{K})^2}=3.06\times10^{-6}\ \text{K}^{-2}.$$

At 300 K and 400 K, $y=\mp1/7$. The quadratic term gives $0.1875/49=0.38\,\%$ on both sides. The full expression gives $+0.46\,\%$ at 300 K and $+0.33\,\%$ at 400 K, relative to the current at 350 K. The cubic term accounts for most of the asymmetry: its coefficient is $-1.5\times1.75/12=-0.219$, which adds $0.06\,\%$ on the cold side and subtracts as much on the hot side.

For comparison, the mobility factor alone changes by $x^{-1.5}-1=+26\,\%$ between 350 K and 300 K. The compensation removes nearly all of it: the linear term vanishes, and the curvature of $\ln I$ falls from $m/T_*^2$ to $m(2-m)/(2T_*^2)$, a quarter of its value for $m=1.5$.

### (e) Bias error

Let $V_G=V_Z+\delta V$ and write $V_*=2\kappa T/m$ for the ZTC overdrive. Since $2\kappa=mV_*/T$,

$$\alpha=-\frac mT+\frac{mV_*}{T(V_*+\delta V)}=-\frac mT\,\frac{\delta V}{V_*+\delta V}.$$

For $|\delta V|\ll V_*$ the denominator is close to $V_*$, and

$$\alpha\approx-\frac{m\,\delta V}{TV_*}=-\frac{m^2}{2\kappa T^2}\,\delta V .$$

An error of $+1$ mV at 350 K leaves $-11.5$ ppm/K. For larger errors the full expression is needed, because it is not symmetric: 50 mV too low gives $+663$ ppm/K, and 50 mV too high gives $-506$ ppm/K.

The same error can be read as a shift of the compensated temperature. By (c), $+1$ mV moves $T_*$ up by $1/0.267=3.75$ K. An uncertainty of 10 mV in the threshold therefore moves the compensated temperature by almost 40 K, although the coefficient at 350 K stays near 0.01 % per kelvin. The temperature of the minimum is poorly defined for the same reason that the drift is small: the minimum is flat.

### (f) Distance from weak inversion

Divide the ZTC overdrive by the thermal voltage:

$$\frac{V_*}{\phi_t}=\frac{2\kappa T/m}{k_BT/q}=\frac{2\kappa q}{mk_B}.$$

The temperature cancels. As long as $\kappa$ and $m$ are constant, the ZTC point lies the same number of thermal voltages above threshold at every temperature. At 350 K, $\phi_t=30.16$ mV and the ratio is $373.3/30.16=12.4$. A small $\kappa$ or a large $m$ pushes the point towards moderate inversion, where the square law fails.

For a first estimate of the error, use the interpolation

$$I=2\beta\,(n\phi_t)^2\ln^2\left(1+e^u\right),\qquad u=\frac{V_{ov}}{2n\phi_t},$$

with a constant slope factor $n$. For $u\gg1$ the logarithm tends to $u$ and $I\to2\beta(n\phi_t)^2u^2=\beta V_{ov}^2/2$, the square law. For $u\ll-1$ it tends to $e^u$ and $I\propto e^{V_{ov}/(n\phi_t)}$, the exponential law of weak inversion.

Since $\phi_t\propto T$, the argument $u$ changes at the rate

$$\frac{\partial u}{\partial T}=\frac{\kappa}{2n\phi_t}-\frac uT=\frac{c-u}{T},\qquad c=\frac{\kappa T}{2n\phi_t}.$$

The factors $\beta$ and $\phi_t^2$ contribute $-m/T$ and $+2/T$ to the derivative of $\ln I$. Setting the total to zero and multiplying by $T$ gives

$$2-m=2\,g(u)\,(u-c),\qquad g(u)=\frac{1}{(1+e^{-u})\ln(1+e^u)} .$$

In the square-law limit $g=1/u$, and the condition becomes $2-m=2-2c/u$, so $u_0=2c/m$. This is the result of (a) in the new variable.

At finite $u>0$ the first factor in the denominator of $g$ exceeds 1 and the second exceeds $u$, hence $g<1/u$. Now take $m<2$, so that the left side is positive. For $u\le c$ the right side is not positive, and there is no root. For $c<u\le u_0$ the right side is smaller than $2(1-c/u)$, which is at most $2(1-c/u_0)=2-m$, and again there is no root. As $u\to\infty$ the right side tends to 2, which exceeds $2-m$, so a root exists, and it lies above $u_0$. Within this interpolation, the true ZTC bias for $m<2$ is higher than the square-law value.

For $n=1.3$ the numerical root is 0.7846 V, a shift of $+1.3$ mV. By (e) such an error costs about 15 ppm/K. For $n=1.6$ the shift is $+3.2$ mV. These figures depend on the interpolation, which reaches the square law exponentially fast. A charge-based formula with the same two limits, $I=2\beta(n\phi_t)^2(s^2+s)$ with $2s+\ln s=V_{ov}/(n\phi_t)$, reaches it only slowly, through the logarithm. It gives $+7.5$ mV for $n=1.3$ and $+12.5$ mV for $n=1.6$. In the first case the square-law bias leaves about 85 ppm/K, or some 0.4 % over 50 K, as much as the drift found in (d). The correction is thus a few percent of the overdrive at most in these two formulas: the square law locates the point well, but not to the millivolt. Both formulas take $n$ constant and the threshold law as given; in a real device the temperature dependence of the body effect and the way the threshold is defined can change the size and the sign of this correction.

It is not the whole uncertainty of the bias in a real transistor. The mobility also falls with the gate field, which the model leaves out. If $\beta$ is divided by $1+\Theta V_{ov}$ with a constant $\Theta=0.2$ V⁻¹, the square-law ZTC bias at 350 K drops by about 13 mV.

## Variation 1: exponents 2 and 2.5

**What changes if $m=2$, and what if $m>2$?**

For $m=2$ the temperature drops out of the ZTC bias: $V_Z=V_{T0}+\kappa T_0=0.69$ V. At this bias the overdrive is

$$V_{ov}=V_{T0}+\kappa T_0-V_{T0}+\kappa(T-T_0)=\kappa T,$$

and the current is

$$I=\frac{\beta_0}{2}\left(\frac{T_0}{T}\right)^2(\kappa T)^2=\frac{\beta_0\kappa^2T_0^2}{2}=57.6\ \mu\text{A}.$$

It is independent of temperature, not merely stationary, wherever the two laws hold. In the numerical check the relative spread from 200 to 450 K is below $10^{-11}$, which is rounding error.

No other bias has this property. With $A$ as in (c),

$$\alpha=-\frac2T+\frac{2\kappa}{A+\kappa T}=-\frac{2A}{T(A+\kappa T)},$$

which is nonzero at every temperature unless $A=0$.

For $m>2$ the factor $2-m$ in (d) is negative, and the compensated current is a maximum in temperature. With $m=2.5$ and $T_*=350$ K, the curvature of $\ln I$ is $2.5\times(-0.5)/(2\times350^2)=-5.10\times10^{-6}$ K⁻². The slope of $V_Z(T)$ is negative as well, so a higher compensated temperature now needs a lower gate bias.

## Variation 2: a transistor at 100 K

**On cooling, the threshold slope flattens and the mobility stops following one power law. Find the ZTC bias at 100 K for**

$$V_T=V_{\rm zero}-\frac{aT^2}{T+\theta},\qquad \beta=\frac{\beta_0}{(T/T_0)^{3/2}+b},$$

**with $V_{\rm zero}=0.60$ V, $a=0.50$ mV/K, $\theta=100$ K and $b=0.50$.**

The two terms in the denominator of $\beta$ are two scattering mechanisms whose reciprocal mobilities add, one following a power law and one independent of temperature.

The derivation in (a) used only the slopes of the two laws at the temperature of interest. Define

$$\kappa_{\rm loc}=-\frac{dV_T}{dT},\qquad m_{\rm loc}=-\frac{d\ln\beta}{d\ln T}.$$

Then $\alpha=-m_{\rm loc}/T+2\kappa_{\rm loc}/V_{ov}$, and if both slopes are positive,

$$V_Z=V_T+\frac{2\kappa_{\rm loc}T}{m_{\rm loc}} .$$

The quotient rule gives

$$\kappa_{\rm loc}=a\,\frac{2T(T+\theta)-T^2}{(T+\theta)^2}=\frac{aT(T+2\theta)}{(T+\theta)^2}=0.50\times\frac{100\times300}{200^2}=0.375\ \text{mV/K}.$$

With $p=(T/T_0)^{3/2}=0.1925$ and $dp/d\ln T=\tfrac32p$,

$$m_{\rm loc}=\frac32\,\frac{p}{p+b}=\frac{1.5\times0.1925}{0.6925}=0.417 .$$

The threshold is $0.60-0.025=0.575$ V and the overdrive is $2\times0.375\times10^{-3}\times100/0.417=0.180$ V. The ZTC bias is therefore 0.755 V, in agreement with the direct root search.

Using the high-temperature slopes instead would spoil the result. For $T\gg\theta$ and $p\gg b$ these laws tend to $\kappa=a$ and $m=1.5$, which would give an overdrive of $2\times0.50\times10^{-3}\times100/1.5=0.067$ V. At that overdrive the true coefficient is

$$\alpha=-\frac{0.417}{100\ \text{K}}+\frac{2\times0.375\times10^{-3}\ \text{V/K}}{0.067\ \text{V}}\approx+0.7\,\%\ \text{per kelvin}.$$

The exponent is responsible: at 100 K the mobility loses much less on heating than the power law says, so a larger overdrive is needed to weaken the threshold effect to the same level. The overestimated threshold slope acts the other way and offsets part of the error: with the correct $\kappa_{\rm loc}$ but $m=1.5$ the overdrive would come out as only 0.050 V.

The drift formula of (d) does not carry over with $m_{\rm loc}$ put in place of $m$. It compares different temperatures, and the changes of $\kappa_{\rm loc}$ and $m_{\rm loc}$ between them then contribute to the curvature.

## Values computed for the example and the checks

```
VT0 = 0.450 V at T0 = 300 K
kappa = 0.80 mV/K, m = 1.50, beta0 = 2.00 mA/V^2
T = 250 K: direct ZTC bias = 0.75667 V, ZTC current = 93.48 uA
T = 300 K: direct ZTC bias = 0.77000 V, ZTC current = 102.40 uA
T = 350 K: direct ZTC bias = 0.78333 V, ZTC current = 110.60 uA
T = 400 K: direct ZTC bias = 0.79667 V, ZTC current = 118.24 uA
required temperature = 350 K
threshold there = 0.4100 V
beta there = 1.5871 mA/V^2
ZTC overdrive = 0.37333 V
ZTC bias, formula = 0.78333 V
ZTC bias, direct = 0.78333 V
ZTC current = 110.60 uA
slope of ZTC bias with temperature = 0.2667 mV/K
coefficient 50 mV below ZTC = 662.7 ppm/K
coefficient 50 mV above ZTC = -506.2 ppm/K
coefficient 1 mV above ZTC, direct = -11.45 ppm/K
coefficient 1 mV above ZTC, linear formula = -11.48 ppm/K
fixed bias, 300 K: current = 111.11 uA, drift = 0.458 %, leading term = 0.383 %
fixed bias, 400 K: current = 110.97 uA, drift = 0.327 %, leading term = 0.383 %
m = 1.5: current minimum at 350.00 K, curvature of ln I = 3.061e-06 1/K^2
m = 2.5: current maximum at 350.00 K, curvature of ln I = -5.102e-06 1/K^2
m = 2: ZTC bias = 0.6900 V, current = 57.60 uA
m = 2: spread from 200 to 450 K is below 1e-11: True
thermal voltage = 30.161 mV
ZTC overdrive / thermal voltage = 12.38
smooth model, n = 1.3: ZTC bias = 0.78461 V, shift = 1.27 mV
cold case: T = 100 K, V_zero = 0.60 V, a = 0.50 mV/K, theta = 100 K, b = 0.50
cold threshold = 0.5750 V
local kappa = 0.3750 mV/K, local m = 0.4169
cold ZTC bias, local formula = 0.75490 V
cold ZTC bias, direct = 0.75490 V
```
